\section*{Stress from the Smooth PAW Exchange-Correlation Energy with Rigid Cores, part 2}

We seek the stress due to the smooth exchange-correlation energy per cell in the PAW method, in a GGA and Hartree atomic units,
\begin{equation}
\tilde E=\int_\Omega f(\rho,\gamma)\,d^3r,\qquad \rho=\tilde n+\tilde n_c,\qquad \gamma=|\nabla\rho|^2 .
\label{eq:E}
\end{equation}
Here $\Omega$ is the cell and its volume, and $f_\rho$, $f_\gamma$ are partial derivatives of $f$. The density $\rho$ has continuous first and piecewise continuous second derivatives. The valence density $\tilde n$ comes from pseudo orbitals with fixed occupations. The pseudo core density is
\begin{equation}
\tilde n_c(\mathbf r)=\sum_{a}\sum_{\mathbf R}n_a\big(|\mathbf r-\mathbf R-\boldsymbol\tau_a|\big),
\label{eq:core}
\end{equation}
with atoms $a$ at $\boldsymbol\tau_a$, lattice vectors $\mathbf R$ and rigid functions $n_a$, unchanged by strain.

A strain maps $r_\mu\to r_\mu+\epsilon_{\mu\nu}r_\nu$, with repeated Cartesian indices summed. The symbol $\mathsf d_{\alpha\beta}$ is $\partial/\partial\epsilon_{\alpha\beta}$ at $\epsilon=0$ and fixed fractional coordinates $x_i$, and $\sigma_{\alpha\beta}=\frac1\Omega\,\mathsf d_{\alpha\beta}\tilde E$. Fourier series follow $u(\mathbf r)=\sum_{\mathbf G}u(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$. A program tests the results numerically.

Part (a) showed that $\tilde E$ is differentiated at fixed plane-wave coefficients: at the ground state, stationarity of the constrained energy removes the terms due to their change. Parts (b) and (c) gave, for periodic $u$,
\begin{align}
\mathsf d_{\alpha\beta}\Omega&=\delta_{\alpha\beta}\,\Omega ,\label{eq:dO}\\
\mathsf d_{\alpha\beta}(\partial_\mu u)&=\partial_\mu(\mathsf d_{\alpha\beta}u)-\delta_{\mu\beta}\,\partial_\alpha u ,\label{eq:dgrad}\\
\mathsf d_{\alpha\beta}\tilde n&=-\delta_{\alpha\beta}\,\tilde n ,\label{eq:dn}\\
\mathsf d_{\alpha\beta}\tilde n_c&=-\delta_{\alpha\beta}\,\tilde n_c+\Delta_{\alpha\beta},\label{eq:dnc}\\
\Delta_{\alpha\beta}(\mathbf G)&=-\frac1\Omega\sum_ae^{-i\mathbf G\cdot\boldsymbol\tau_a}F_a'(G)\,\frac{G_\alpha G_\beta}{G}\quad(\mathbf G\ne0),\label{eq:Delta}\\
\mathsf d_{\alpha\beta}\rho&=-\delta_{\alpha\beta}\,\rho+\Delta_{\alpha\beta}.\label{eq:drho}
\end{align}
Here $\Delta_{\alpha\beta}(0)=0$, $G=|\mathbf G|$, and $F_a$ is the core form factor, with derivative $F_a'$ and core charge $Q_a=F_a(0)$:
\begin{equation}
\tilde n_c(\mathbf G)=\frac1\Omega\sum_ae^{-i\mathbf G\cdot\boldsymbol\tau_a}F_a(G),\qquad
F_a(q)=4\pi\int_0^\infty r^2n_a(r)\,j_0(qr)\,dr .
\label{eq:F}
\end{equation}
Its small-$q$ limit is
\begin{equation}
\frac{F_a'(q)}{q}\to\kappa_a=-\frac{4\pi}3\int_0^\infty r^4n_a(r)\,dr\qquad(q\to0).
\label{eq:kappa}
\end{equation}

\section*{(d) The stress}

\emph{Problem.} Differentiate (\ref{eq:E}), identify the exchange-correlation potential, and write $\Omega\sigma_{\alpha\beta}$ with the core contribution as a sum over $\mathbf G$.

\emph{Solution.} In fractional coordinates $d^3r=\Omega\,d^3x$ and the domain is the fixed unit cube, so $\tilde E=\Omega\int f\,d^3x$ and the derivative passes under the integral. With (\ref{eq:dO}) and the chain rule,
\begin{equation}
\mathsf d_{\alpha\beta}\tilde E=\delta_{\alpha\beta}\tilde E+\int_\Omega\big[f_\rho\,\mathsf d_{\alpha\beta}\rho+f_\gamma\,\mathsf d_{\alpha\beta}\gamma\big]d^3r .
\end{equation}
For $\gamma=\partial_\mu\rho\,\partial_\mu\rho$, the product rule and (\ref{eq:dgrad}) give
\begin{align}
\mathsf d_{\alpha\beta}\gamma&=2\,\partial_\mu\rho\,\big[\partial_\mu(\mathsf d_{\alpha\beta}\rho)-\delta_{\mu\beta}\partial_\alpha\rho\big]\nonumber\\
&=2\nabla\rho\cdot\nabla(\mathsf d_{\alpha\beta}\rho)-2\,\partial_\alpha\rho\,\partial_\beta\rho .
\end{align}
For periodic fields $\mathbf h$ and $u$, the integral of $\nabla\cdot(u\mathbf h)$ over the cell is a surface integral in which opposite faces carry equal values and opposite normals, so it vanishes and $\int\mathbf h\cdot\nabla u=-\int u\,\nabla\cdot\mathbf h$. This requires $\mathbf h$ to be continuous, which is where the smoothness of $\rho$ enters. Taking $\mathbf h=2f_\gamma\nabla\rho$, for any periodic $u$
\begin{equation}
\int_\Omega\big[f_\rho u+2f_\gamma\nabla\rho\cdot\nabla u\big]d^3r=\int_\Omega v\,u\,d^3r,\qquad v=f_\rho-2\nabla\cdot(f_\gamma\nabla\rho).
\label{eq:v}
\end{equation}
The left side is the first-order change of $\tilde E$ under $\rho\to\rho+u$ in a fixed cell, so $v$ is the functional derivative $\delta\tilde E/\delta\rho$, evaluated on valence plus core. With $u=\mathsf d_{\alpha\beta}\rho$,
\begin{equation}
\mathsf d_{\alpha\beta}\tilde E=\delta_{\alpha\beta}\tilde E+\int_\Omega v\,\mathsf d_{\alpha\beta}\rho\,d^3r-2\int_\Omega f_\gamma\,\partial_\alpha\rho\,\partial_\beta\rho\,d^3r .
\label{eq:master}
\end{equation}
Equation (\ref{eq:drho}) splits the middle term into $-\delta_{\alpha\beta}\int v\rho$ and $\int v\Delta_{\alpha\beta}$. Because $v$ is real, $v(\mathbf r)=\sum_{\mathbf G'}v^*(\mathbf G')e^{-i\mathbf G'\cdot\mathbf r}$, and $\int_\Omega e^{i(\mathbf G-\mathbf G')\cdot\mathbf r}d^3r=\Omega\delta_{\mathbf G\mathbf G'}$ gives $\int v\Delta_{\alpha\beta}=\Omega\sum_{\mathbf G}v^*(\mathbf G)\Delta_{\alpha\beta}(\mathbf G)$. The factor $\Omega$ cancels the $1/\Omega$ of (\ref{eq:Delta}). The result is
\begin{equation}
\Omega\sigma_{\alpha\beta}=T^{\rm vol}_{\alpha\beta}+T^{\rm grad}_{\alpha\beta}+T^{\rm ff}_{\alpha\beta},
\label{eq:result}
\end{equation}
\begin{align}
T^{\rm vol}_{\alpha\beta}&=\delta_{\alpha\beta}\Big[\tilde E-\int_\Omega v\rho\,d^3r\Big],\label{eq:vol}\\
T^{\rm grad}_{\alpha\beta}&=-2\int_\Omega f_\gamma\,\partial_\alpha\rho\,\partial_\beta\rho\,d^3r,\label{eq:gradt}\\
T^{\rm ff}_{\alpha\beta}&=-\sum_{\mathbf G\ne0}v^*(\mathbf G)\sum_ae^{-i\mathbf G\cdot\boldsymbol\tau_a}F_a'(G)\frac{G_\alpha G_\beta}{G}.\label{eq:ff}
\end{align}
The density in all of (\ref{eq:vol}) and (\ref{eq:gradt}) is the full $\rho=\tilde n+\tilde n_c$. The terms $\mathbf G$ and $-\mathbf G$ of (\ref{eq:ff}) are complex conjugates, since $v(-\mathbf G)=v^*(\mathbf G)$, so the sum is real. Each of the three terms is symmetric in $\alpha\beta$ although no symmetry of $\epsilon$ was assumed. An antisymmetric $\epsilon$ is an infinitesimal rotation, which leaves $\tilde E$ unchanged because $f$ depends on the scalar $\gamma$ and the cores are spherical. Setting $u=\rho$ in (\ref{eq:v}) yields an identity used below,
\begin{equation}
\int v\rho=\int\rho f_\rho+2\int\gamma f_\gamma,
\label{eq:ident}
\end{equation}
and the trace of (\ref{eq:gradt}) is $-2\int\gamma f_\gamma$.

The program tests $v$ as a functional derivative, tests (\ref{eq:ident}), and tests (\ref{eq:result}) for all nine strain components, together with their symmetry. The reference is an energy built in the strained cell from Cartesian plane waves, the lattice sum (\ref{eq:core}) and analytic gradients, with neither Fourier transforms nor form factors, and differentiated by finite differences.

Three situations in which the result is incomplete deserve mention. If a compensation charge is included in $\rho$, its rigid shape functions are non-spherical for $l>0$ and its multipole moments depend on strain through the projections, both of which add terms. If $f$ depends on the kinetic-energy density or on $\nabla^2\rho$, these variables have geometric derivatives of their own. If the core relaxes with its environment, $F_a$ changes with strain, and the derivative of $\tilde E$ along the relaxed path has a further term. In the stress of the crystal, the terms due to this relaxation add up to zero if the total energy is stationary with respect to the core shape, by the argument of part (a).

\section*{(e) Meaning of the terms and limits}

\emph{Problem.} (i) Which model of the core has the stress $T^{\rm vol}+T^{\rm grad}$ alone? (ii) Evaluate $\mathrm{tr}(T^{\rm vol}+T^{\rm grad})$ for a GGA exchange functional. (iii) Take the local-density limit.

\emph{Solution.} (i) Define an affine core by $\tilde n_c^{\rm aff}(x;\epsilon)=\tilde n_c(x;0)/\det(1+\epsilon)$, which deforms as the valence density does. In reciprocal space it amounts to freezing the numbers $F_a(G)$ at their unstrained values. Then $\mathsf d_{\alpha\beta}\rho=-\delta_{\alpha\beta}\rho$, and (\ref{eq:master}) gives $T^{\rm vol}+T^{\rm grad}$. At $\epsilon=0$ the two models share $\rho$, $v$ and $\tilde E$, so $T^{\rm ff}$ is exactly the rigid-core stress minus the affine-core stress, times $\Omega$. The program tests both statements by finite differences.

(ii) A GGA exchange energy density that obeys uniform coordinate scaling, as PBE and B88 exchange do, has the form $f_x=\rho^{4/3}g(\gamma/\rho^{8/3})$, and what follows is restricted to this form. Screened (short-range) exchange GGAs and nonseparable forms such as N12 contain a further length scale and are not covered. Under $\rho\to\lambda^3\rho$, $\gamma\to\lambda^8\gamma$ the argument of $g$ is unchanged and $\rho^{4/3}\to\lambda^4\rho^{4/3}$, so $f_x(\lambda^3\rho,\lambda^8\gamma)=\lambda^4f_x$. The derivative at $\lambda=1$ is $3\rho f_\rho+8\gamma f_\gamma=4f_x$. With (\ref{eq:ident}),
\begin{align}
\mathrm{tr}(T^{\rm vol}+T^{\rm grad})&=3E_x-3\!\int\!\rho f_\rho-6\!\int\!\gamma f_\gamma-2\!\int\!\gamma f_\gamma\nonumber\\
&=3E_x-4E_x=-E_x .
\label{eq:scal}
\end{align}
The same follows from the isotropic strain $\epsilon=\eta\,1$ with an affine density: $\rho$ scales as $(1+\eta)^{-3}$, $\gamma$ as $(1+\eta)^{-8}$ and the volume as $(1+\eta)^3$, so $E_x\propto(1+\eta)^{-1}$. Since $E_x<0$, exchange of an affinely deforming density gives a negative pressure $E_x/3\Omega$. Equation (\ref{eq:scal}) is tested with PBE exchange. It does not hold for correlation, which lacks this homogeneity, nor for the rigid-core total, which contains $T^{\rm ff}$.

(iii) For $f_\gamma=0$ the gradient term vanishes and $v=f_\rho$. The volume term is isotropic, so in the local-density approximation (LDA) all shear components and all differences between diagonal components of this stress come from $T^{\rm ff}$. Without a core they vanish. The program tests $T^{\rm vol}+T^{\rm ff}$ against finite differences for Slater exchange with Perdew--Wang correlation.

\section*{(f) The core term in real space}

\emph{Problem.} Differentiate (\ref{eq:core}) directly, obtain a real-space form of the stress and prove that it equals (\ref{eq:result}). Find the error made by combining the volume term of one form with the core term of the other, and the error made by using $f_\rho$ for $v$ in (\ref{eq:vol}). Find what determines the sign of $\mathrm{tr}\,T^{\rm ff}$.

\emph{Solution.} The vector $\mathbf s=\mathbf r-\mathbf R-\boldsymbol\tau_a$ joins two points of fixed fractional coordinates, so $s'_\mu=s_\mu+\epsilon_{\mu\nu}s_\nu$, $\mathsf d_{\alpha\beta}s_\mu=\delta_{\mu\alpha}s_\beta$ and $\mathsf d_{\alpha\beta}s=s_\alpha s_\beta/s$. Therefore
\begin{equation}
\mathsf d_{\alpha\beta}\tilde n_c=D_{\alpha\beta}(\mathbf r)=\sum_{a,\mathbf R}n_a'(s)\,\frac{s_\alpha s_\beta}{s}=\sum_{a,\mathbf R}s_\beta\,\partial_\alpha n_a(s).
\end{equation}
Inserting $\mathsf d_{\alpha\beta}\rho=-\delta_{\alpha\beta}\tilde n+D_{\alpha\beta}$ into (\ref{eq:master}),
\begin{equation}
\Omega\sigma_{\alpha\beta}=\delta_{\alpha\beta}\Big[\tilde E-\int v\tilde n\Big]+T^{\rm grad}_{\alpha\beta}+\int vD_{\alpha\beta}.
\label{eq:real}
\end{equation}
In this form the subtraction contains the valence density alone. To compare with (\ref{eq:dnc}), transform one atomic term. Integration by parts gives $\int\partial_\alpha n_a\,e^{-i\mathbf G\cdot\mathbf s}d^3s=iG_\alpha F_a(G)$, and $s_\beta e^{-i\mathbf G\cdot\mathbf s}=i\,\partial e^{-i\mathbf G\cdot\mathbf s}/\partial G_\beta$. With $\partial G/\partial G_\beta=G_\beta/G$,
\begin{equation}
\int s_\beta\,\partial_\alpha n_a\,e^{-i\mathbf G\cdot\mathbf s}d^3s=i\frac{\partial}{\partial G_\beta}\big[iG_\alpha F_a\big]=-\delta_{\alpha\beta}F_a-F_a'\,\frac{G_\alpha G_\beta}G .
\end{equation}
Multiplying by $\Omega^{-1}e^{-i\mathbf G\cdot\boldsymbol\tau_a}$ and summing over $a$, as in part (c), gives $D_{\alpha\beta}=-\delta_{\alpha\beta}\tilde n_c+\Delta_{\alpha\beta}$. Consequently
\begin{equation}
\int vD_{\alpha\beta}=T^{\rm ff}_{\alpha\beta}-\delta_{\alpha\beta}\int v\tilde n_c,\qquad \int D_{\alpha\beta}=-\delta_{\alpha\beta}\sum_aQ_a ,
\label{eq:equiv}
\end{equation}
the second relation being the $\mathbf G=0$ component. The first turns (\ref{eq:real}) into (\ref{eq:result}), because $\int v\tilde n+\int v\tilde n_c=\int v\rho$. Both relations and (\ref{eq:real}) are tested.

The valence-only volume term combined with $T^{\rm ff}$ exceeds the correct $\Omega\sigma_{\alpha\beta}$ by $+\delta_{\alpha\beta}\int v\tilde n_c$. The opposite combination, (\ref{eq:vol}) with $\int vD_{\alpha\beta}$, counts the dilution of the core twice and errs by $-\delta_{\alpha\beta}\int v\tilde n_c$. Replacing $v$ by $f_\rho$ in (\ref{eq:vol}) errs, by (\ref{eq:ident}), by $+2\delta_{\alpha\beta}\int\gamma f_\gamma$. The first and third errors are tested against finite differences. All three are isotropic, so a check on shear components cannot reveal them.

For the sign, unfold the lattice sum with the periodic $v$ and integrate by parts over all space, assuming $v$ differentiable. With $\partial_\alpha(vs_\beta)=\delta_{\alpha\beta}v+s_\beta\partial_\alpha v$,
\begin{equation}
\int_\Omega vD_{\alpha\beta}=-\sum_a\int n_a(s)\big[\delta_{\alpha\beta}v+s_\beta\partial_\alpha v\big]d^3s ,
\end{equation}
where $v$ is taken at $\boldsymbol\tau_a+\mathbf s$. The first term is $-\delta_{\alpha\beta}\int v\tilde n_c$, and comparison with (\ref{eq:equiv}) leaves
\begin{equation}
T^{\rm ff}_{\alpha\beta}=-\sum_a\int n_a(s)\,s_\beta\,\partial_\alpha v(\boldsymbol\tau_a+\mathbf s)\,d^3s .
\label{eq:virial}
\end{equation}
This form is derived here and is not among the tests. The trace contains $\mathbf s\cdot\nabla v$, so it is negative when $v$ rises outward from the core centres on the average weighted by $s\,n_a(s)$. On expansion the affine core would carry charge outward by $\epsilon\mathbf s$, and the rigid core keeps it in, where the potential is then deeper. A constant $v$ gives zero. If $v$ varied slowly over the core, the expansion $\partial_\alpha v\simeq\partial_\alpha v(\boldsymbol\tau_a)+s_\mu\partial_\mu\partial_\alpha v(\boldsymbol\tau_a)$, with $\int n_as_\beta=0$ and $\int n_as_\beta s_\mu=\frac13\delta_{\beta\mu}\int n_as^2$, would give $T^{\rm ff}_{\alpha\beta}\simeq\sum_a\kappa_a\,\partial_\alpha\partial_\beta v(\boldsymbol\tau_a)$, with $\kappa_a$ of (\ref{eq:kappa}). When the core dominates the local density, $v$ varies on the scale of the core itself and the expansion is not justified.

\section*{(g) Collinear spin}

\emph{Problem.} Generalize (\ref{eq:result}) to $f(\rho_\uparrow,\rho_\downarrow,\gamma_{\uparrow\uparrow},\gamma_{\uparrow\downarrow},\gamma_{\downarrow\downarrow})$ with $\gamma_{ss'}=\nabla\rho_s\cdot\nabla\rho_{s'}$ and an unpolarized core, $\rho_s=\tilde n_s+\frac12\tilde n_c$, and check the unpolarized limit.

\emph{Solution.} Write $f_s=\partial f/\partial\rho_s$ and $f_{ss'}=\partial f/\partial\gamma_{ss'}$. Parts (b) and (c) give $\mathsf d_{\alpha\beta}\rho_s=-\delta_{\alpha\beta}\rho_s+\frac12\Delta_{\alpha\beta}$ and
\begin{align}
\mathsf d_{\alpha\beta}\gamma_{ss'}={}&\nabla\rho_{s'}\cdot\nabla(\mathsf d_{\alpha\beta}\rho_s)+\nabla\rho_s\cdot\nabla(\mathsf d_{\alpha\beta}\rho_{s'})\nonumber\\
&-\partial_\alpha\rho_s\,\partial_\beta\rho_{s'}-\partial_\alpha\rho_{s'}\,\partial_\beta\rho_s .
\end{align}
Multiply by $f_{ss'}$ and sum over the three pairs. The coefficient of $\nabla(\mathsf d_{\alpha\beta}\rho_\uparrow)$ collects two contributions from $\gamma_{\uparrow\uparrow}$ and one from $\gamma_{\uparrow\downarrow}$, which defines
\begin{equation}
\mathbf h_\uparrow=2f_{\uparrow\uparrow}\nabla\rho_\uparrow+f_{\uparrow\downarrow}\nabla\rho_\downarrow,\qquad
\mathbf h_\downarrow=2f_{\downarrow\downarrow}\nabla\rho_\downarrow+f_{\uparrow\downarrow}\nabla\rho_\uparrow .
\end{equation}
The geometric terms add to $-[2f_{\uparrow\uparrow}\partial_\alpha\rho_\uparrow\partial_\beta\rho_\uparrow+f_{\uparrow\downarrow}(\partial_\alpha\rho_\uparrow\partial_\beta\rho_\downarrow+\partial_\alpha\rho_\downarrow\partial_\beta\rho_\uparrow)+2f_{\downarrow\downarrow}\partial_\alpha\rho_\downarrow\partial_\beta\rho_\downarrow]$, which is symmetric and equals $-\sum_sh_{s,\alpha}\partial_\beta\rho_s$ on expanding the two products. Integration by parts in each channel gives $v_s=f_s-\nabla\cdot\mathbf h_s$, and with $\bar v=\frac12(v_\uparrow+v_\downarrow)$
\begin{align}
\Omega\sigma_{\alpha\beta}={}&\delta_{\alpha\beta}\Big[\tilde E-\sum_s\!\int\! v_s\rho_s\Big]-\sum_s\!\int\! h_{s,\alpha}\,\partial_\beta\rho_s\nonumber\\
&-\sum_{\mathbf G\ne0}\bar v^*(\mathbf G)\sum_ae^{-i\mathbf G\cdot\boldsymbol\tau_a}F_a'(G)\frac{G_\alpha G_\beta}G .
\label{eq:spin}
\end{align}
For $\rho_s=\rho/2$ each $\gamma_{ss'}$ equals $\gamma/4$, so the chain rule and spin symmetry give $f_\rho=\frac12(f_\uparrow+f_\downarrow)=f_\uparrow$ and $f_\gamma=\frac14(2f_{\uparrow\uparrow}+f_{\uparrow\downarrow})$. Then $\mathbf h_s=\frac12(2f_{\uparrow\uparrow}+f_{\uparrow\downarrow})\nabla\rho=2f_\gamma\nabla\rho$, $v_s=v$, and $\sum_sh_{s,\alpha}\partial_\beta\rho_s=2\cdot2f_\gamma\partial_\alpha\rho\cdot\frac12\partial_\beta\rho=2f_\gamma\partial_\alpha\rho\,\partial_\beta\rho$, which restores (\ref{eq:result}). Equation (\ref{eq:spin}) is tested with spin-polarized PBE.

The stress has been derived as the sum of a volume, a gradient and a form-factor term, together with an equivalent real-space form and a generalization to collinear spin. It remains to find when the formula is the exact derivative of the energy on a finite grid, and to evaluate it for a worked example.
